# Graphene 2D Peak Area Versus Doping and the Electron-Phonon Scattering Rate

## Problem

The 2D Raman peak of graphene comes from a photon of energy \(E_L\) that creates an electron-hole pair. The electron and the hole each emit one zone-edge phonon of energy \(w\), and the pair then recombines. A carrier energy has imaginary part \(-\gamma\), so the carrier's scattering rate is \(2\gamma/\hbar\).

Take clean graphene with linear bands at zero temperature, and \(\gamma\ll w,E_L\). The Fermi energy \(E_F\) is measured from the band crossing, with \(|E_F|\ll E_L/2\). Optical matrix elements are constant. The two phonon vertices together give \((1-\cos\theta)/2\), where \(\theta\) is the angle between the carrier wavevectors before and after emission; this factor favours backscattering.

1. Show that the area of the peak is \(A=C/\gamma^2\), and find \(C\).
2. Show that scattering by the doped carriers adds a width \(\gamma_{ee}=f|E_F|\), and give \(f\) as an integral.
3. Show that \(A^{-1/2}\) is linear in \(|E_F|\). What does its intercept determine?
4. Extract the electron-phonon width \(\gamma_{ep}\) and rate from the simulated areas below. Set I was made with \(\gamma_{ee}=f|E_F|\), set II with \(\gamma_{ee}\) computed at the true carrier energy. Both use 514.5 nm light (\(E_L=2.410\) eV), \(w=0.165\) eV, band velocity \(v=1.0\times10^6\) m/s and dielectric constant \(\kappa=2.5\).

| \(E_F\) (eV) | Area, set I | Area, set II |
|---|---|---|
| 0.05 | 1.0000 | 1.0000 |
| 0.10 | 0.7537 | 0.7902 |
| 0.20 | 0.4682 | 0.5609 |
| 0.30 | 0.3159 | 0.4440 |
| 0.40 | 0.2257 | 0.3777 |

## Solution

### 1. The area and the width

Set \(\hbar v=1\), so that wavevectors are energies. The pair starts at wavevector \(k\), and phonon emission takes each carrier to \(k'=|\mathbf k-\mathbf q|\). Let the carrier half-width be \(\gamma_1\) before emission and \(\gamma_2\) after it, equal for electron and hole. The three intermediate pair states give the denominators

\[
D_1=E_L-2k+2i\gamma_1,\qquad D_3=E_L-2w-2k'+2i\gamma_2,
\]
\[
D_2=E_L-w-k-k'+i(\gamma_1+\gamma_2)=\tfrac12(D_1+D_3).
\]

Use elliptic coordinates \(s=k+k'=q\cosh\mu\) and \(d=k-k'=q\cos\nu\), for which \(d^2k=kk'\,d\mu\,d\nu\). Since \(q^2=k^2+k'^2-2kk'\cos\theta\),

\[
kk'\,\frac{1-\cos\theta}{2}=\frac{q^2-d^2}{4}=\frac{q^2\sin^2\nu}{4}.
\]

Up to constants, the amplitude is therefore

\[
M(q)=\int_0^\infty d\mu\int_0^{2\pi}d\nu\,\frac{q^2\sin^2\nu}{4D_1D_2D_3}.
\]

**The \(d\) integral.** Write \(D_1=D_2-x\) and \(D_3=D_2+x\), with \(x=d-w-i(\gamma_1-\gamma_2)\). Each \(d\) occurs at two values of \(\nu\), and \(|d\nu|=dd/\sqrt{q^2-d^2}\). Near resonance the smooth factor can be taken at \(d=w\):

\[
\int_0^{2\pi}\!d\nu\,\frac{q^2\sin^2\nu}{4D_1D_3}\simeq\frac{\sqrt{q^2-w^2}}{2}\int\frac{dx}{D_2^2-x^2}
=\frac{\sqrt{q^2-w^2}}{2}\left(-\frac{i\pi}{D_2}\right).
\]

The path can be moved to the real axis without meeting a pole, because \(|\gamma_1-\gamma_2|<\gamma_1+\gamma_2\). Closing it above encloses \(x=D_2\), with residue \(-1/(2D_2)\). Hence the mean \(\gamma=(\gamma_1+\gamma_2)/2\) is what enters. Direct quadrature agrees: widths of 35 meV before emission and 45 meV after it give the same area as 40 meV for both, to the four decimals computed.

If one carrier emits both phonons, \(D_3\) is replaced by \(D_1-2w=D_2-x-2w\). Both poles in \(x\) then lie above the real axis, so closing below gives zero at this order. At 40 meV this process alone has 0.9% of the main area. Its interference with the main process matters more: adding its amplitude with equal weight changes the area at 40 meV by +14% or −12%, depending on the relative sign. This process is left out below and in the simulated areas.

**The \(s\) integral.** Put \(s=q+t\). Near \(t=0\), \(d\mu=ds/\sqrt{s^2-q^2}\simeq dt/\sqrt{2qt}\), and \(D_2=Z-t\) with \(Z=E_L-w-q+2i\gamma\). The substitution \(t=au^2\) gives \(\int_0^\infty t^{-1/2}(t+a)^{-1}dt=\pi a^{-1/2}\). Differentiating with respect to \(a\),

\[
\int_0^\infty\frac{t^{-1/2}\,dt}{(t+a)^2}=\frac{\pi}{2a^{3/2}},\qquad a=-Z .
\]

Collecting the factors,

\[
|M|^2=\frac{\pi^2}{4}(q^2-w^2)\,\frac1{2q}\,\frac{\pi^2}{4|Z|^3}
=\frac{\pi^4(q^2-w^2)}{32\,q\,|Z|^3}.
\]

**The \(q\) integral.** The phonon wavevector has measure \(q\,dq\). The peak is at \(q_0=E_L-w\), where \(q_0^2-w^2=E_L(E_L-2w)\). With \(X=q-q_0=2\gamma\tan\psi\),

\[
\int_{-\infty}^{\infty}\frac{dX}{(X^2+4\gamma^2)^{3/2}}=\frac1{4\gamma^2}\int_{-\pi/2}^{\pi/2}\cos\psi\,d\psi=\frac1{2\gamma^2},
\]
\[
\boxed{A=\frac{C}{\gamma^2},\qquad C=\frac{\pi^4}{64}E_L(E_L-2w)}
\]

**First correction.** For \(w\ll q\), the \(d\) integral can be done without freezing the smooth factor:

\[
\int_{-q}^{q}\frac{\sqrt{q^2-d^2}}{D_2^2-d^2}\,dd=\pi-\frac{i\pi\sqrt{q^2-D_2^2}}{D_2}
\simeq-\frac{i\pi q}{D_2}\left(1+\frac{iD_2}{q}\right).
\]

The extra term cancels one power of \(D_2\). Its \(s\) integral is \(-\pi a^{-1/2}\), which is \(-2a=2Z\) times the leading one. So \(M\) acquires the factor \(1+2iZ/q\), and \(|M|^2\) the factor \(1-4\,\mathrm{Im}Z/q=1-8\gamma/q\). Smooth factors in \(s\) and \(q\) give first-order terms proportional to \(\mathrm{Re}Z\), which is odd about the peak and integrates to zero. Thus

\[
A^{-1/2}\simeq C^{-1/2}\gamma\left(1+\frac{4\gamma}{q_0}\right).
\]

For \(\gamma=20\) and 10 meV this predicts \(A\gamma^2/C=0.929\) and 0.964. Direct quadrature over \(|X|\le1\) eV gives 0.934 and 0.966, which extrapolate linearly to 0.998 at zero width.

### 2. The width due to doped carriers

Take \(E_F>0\); electron-hole symmetry covers the other sign. A fast carrier transfers wavevector \(\mathbf q\) and energy \(\omega\) to the other carriers through the screened interaction \(V_q/\epsilon\). Here \(V_q=2\pi\alpha/q\), \(\alpha=e^2/(4\pi\varepsilon_0\kappa\hbar v)\) and \(\epsilon=1-V_q\Pi\), with \(\Pi\) the polarization in the random-phase approximation. By the golden rule the rate is \((2\pi/\hbar)\) times the sum of \(|V_q/\epsilon|^2S\), where the excitation spectrum is \(S=-\mathrm{Im}\Pi/\pi\) at zero temperature. Since \(\mathrm{Im}\,\epsilon=-V_q\mathrm{Im}\Pi\), and the rate is \(2\gamma_{ee}/\hbar\),

\[
\gamma_{ee}=\int\frac{d^2q}{(2\pi)^2}\,V_q\,\mathrm{Im}\!\left[-\frac1{\epsilon(q,\omega)}\right].
\]

For carrier energy far above \(E_F\), the important \(q\) are of order \(k_F\). The band overlap is then 1 and \(\omega=q\cos\varphi\). At zero temperature the carrier can lose energy but not gain it, so \(0<\omega<q\).

**Undoped part of \(\Pi\).** Pairs have energy \(s=q\cosh\mu\). The interband overlap is again \((1-\cos\theta)/2\), and \(\int d\nu\,q^2\sin^2\nu/4=\pi q^2/4\). With fourfold degeneracy and \(u=q\sinh\mu\),

\[
\Pi_0=-\frac1{\pi^2}\frac{\pi q^2}{4}\int_0^\infty\!\frac{2q\cosh\mu\,d\mu}{q^2\cosh^2\mu-\omega^2}
=-\frac{q^2}{4\pi}\int_0^\infty\!\frac{2\,du}{u^2+q^2-\omega^2}=-\frac{q^2}{4\sigma},
\]

where \(\sigma=\sqrt{q^2-\omega^2}\). This is real, so in this approximation an undoped sheet does not damp the carrier.

**Doped part.** Measure energies in \(E_F\) and wavevectors in \(k_F\). For an added electron at \(k<1\), let \(k'=|\mathbf k+\mathbf q|\) and let \(c\) be the cosine of the angle between \(\mathbf k\) and \(\mathbf k+\mathbf q\), so \(k'c=k+q\cos\phi\). Summing over both final bands,

\[
\sum_{\pm}\frac{(1\pm c)/2}{\omega+k\mp k'}=\frac{\omega+2k+q\cos\phi}{D}
=\frac1{2k}\left[\frac{(2k+\omega)^2-q^2}{D}-1\right],
\]

with \(D=\omega^2+2\omega k-q^2-2kq\cos\phi\). The angular average of \(1/D\) is \([(\omega^2-q^2)((2k+\omega)^2-q^2)]^{-1/2}\). The term with \(-\omega\) follows likewise. Define \(r(x)=\sqrt{x^2-q^2}\), continued from the upper half-plane: it equals \(i\sqrt{q^2-x^2}\) for \(|x|<q\) and is negative for \(x<-q\). The measure \(4k\,dk/(2\pi)\) times \(1/(2k)\) is \(dk/\pi\), so

\[
\Pi_{\rm dop}=\frac1\pi\int_0^1\!dk\left[\frac{r(\omega+2k)+r(\omega-2k)}{r(\omega)}-2\right]
=-\frac2\pi+\frac{1}{2\pi r(\omega)}\int_{\omega-2}^{\omega+2}\!r(x)\,dx .
\]

Here \(r(\omega)=i\sigma\). Because \(\int_{-q}^{q}r\,dx=i\pi q^2/2\), \(\Pi_0\) subtracts this central interval from the integral. Splitting real and imaginary parts gives

\[
\mathrm{Im}\Pi=-\frac1{2\pi\sigma}\int_{\max(q,\,2-\omega)}^{2+\omega}\!\sqrt{x^2-q^2}\,dx,
\]
\[
\mathrm{Re}\Pi=-\frac2\pi-\frac1{2\pi\sigma}\left[\int_{2+\omega}^{q}+\int_{2-\omega}^{q}\right]\!\sqrt{q^2-x^2}\,dx,
\]

where an integral is dropped if its lower limit exceeds its upper one.

**Scaling.** With \(q=k_Fy\), \(\epsilon\) depends on \(y\), \(\varphi\) and \(\alpha\) alone. The factor \(q\,dq\,V_q\) becomes \(2\pi\alpha E_F\,dy\), and the two signs of \(\varphi\) give a factor 2:

\[
\boxed{\gamma_{ee}=f|E_F|,\quad f=\frac{\alpha}{\pi}\int_0^\infty\!dy\int_0^{\pi/2}\!d\varphi\,\mathrm{Im}\!\left[-\frac1{\epsilon(y,y\cos\varphi)}\right]}
\]

At small \(y\), screening makes the integrand proportional to \(y\). At large \(y\), \(\mathrm{Im}\Pi\) requires \(y(1-\cos\varphi)<2\), an angle of order \(y^{-1/2}\). There \(\sigma\sim y^{1/2}\), \(\mathrm{Im}\Pi\sim1\) and \(\epsilon\sim y^{1/2}\), so the loss function falls as \(y^{-2}\) and the \(y\) integrand as \(y^{-5/2}\). The integral converges.

For the given parameters \(\alpha=0.875\) and \(f=0.0841\). A calculation with full kinematics at carrier energy \(400E_F\) gives 0.0837 for both electron and hole.

### 3. What the intercept determines

Rates of independent scattering channels add, so \(\gamma=\gamma_{ep}+\gamma_{ee}\). Phonon emission leaves a carrier at \(E_L/2-w\), which is 0.64 eV above the highest Fermi level used here. A further emission, which contributes to \(\gamma_2\), would leave it near \(E_L/2-2w\), still 0.47 eV above that level. Pauli blocking is therefore negligible. If doping also leaves the phonons and couplings unchanged, \(\gamma_{ep}\) is constant and

\[
A^{-1/2}=C^{-1/2}\left(\gamma_{ep}+f|E_F|\right)\equiv b+m|E_F|.
\]

The intercept \(b=C^{-1/2}\gamma_{ep}\) carries the arbitrary unit of area and does not fix a rate by itself. The slope \(m=C^{-1/2}f\) carries the same unit, hence

\[
\boxed{\gamma_{ep}=f\,\frac bm,\qquad \text{rate}=\frac{2\gamma_{ep}}{\hbar}}
\]

The energy scale comes from the theoretical \(f\), and an error in \(f\) passes in proportion to \(\gamma_{ep}\).

### 4. The numbers

**Set I.** The values of \(A^{-1/2}\) run from 1.000 to 2.105. A least-squares line has \(b=0.8369\) and \(m=3.155\) eV\(^{-1}\), with residuals up to 0.5% of the ordinate:

\[
\gamma_{ep}=0.0841\times\frac{0.8369}{3.155}\ \text{eV}=22.3\ \text{meV}.
\]

The rate is 68 ps\(^{-1}\), a lifetime of 15 fs. The areas were made with \(\gamma_{ep}=25\) meV (76 ps\(^{-1}\)), so the result is 11% below the input. They include phonon wavevectors with \(|q-q_0|\le1\) eV; keeping only 0.3 eV on each side would give 21.1 meV.

The first correction of part 1 accounts for this. The tangent to \(\gamma+\beta\gamma^2\) at \(\gamma_m\), with \(\beta=4/q_0=1.78\) eV\(^{-1}\), crosses zero at \(\beta\gamma_m^2/(1+2\beta\gamma_m)\) instead of at \(\gamma=0\). The mean width in the set is \(\gamma_m=25+0.0841\times210=42.7\) meV, which gives a downward shift of 2.8 meV.

**Set II.** The same procedure gives \(b=0.9408\), \(m=1.794\) eV\(^{-1}\) and \(\gamma_{ep}=44\) meV, 76% above the same 25 meV input. The residuals reach only 3%, so a nearly straight plot does not establish that its intercept is sound.

The cause is that the condition \(|E_F|\ll E_L/2\) is not well met. At the mean carrier energy of 1.12 eV, the computed \(\gamma_{ee}\), averaged over electron and hole, is 7% below \(fE_F\) at 0.05 eV, 13% below at 0.10 eV and 38% below at 0.40 eV. This calculation includes recoil, band overlap, Pauli exclusion and recombination of the hole with doped electrons; recombination supplies 3.9 of the averaged 20.8 meV at 0.40 eV. The curve bends down, which lowers the fitted slope and raises the intercept.

Two remedies are available:

- **Use low doping, in a cold sample.** The first two points give \(m=(1.1249-1)/0.05=2.50\) eV\(^{-1}\) and \(b=0.875\), hence \(\gamma_{ep}=29\) meV.
- **Plot against the computed \(\gamma_{ee}\).** The ratio of intercept to slope is then \(\gamma_{ep}\) itself, and the fit gives 22.9 meV. Here \(\gamma_m\simeq22.9+12.5=35.4\) meV, so the tangent formula restores 2.0 meV and gives about 25 meV.

**Relation to real samples.** The parameters roughly describe a monolayer on an oxide in air under green light, and 25 meV was chosen as a rough typical size. In a real sample the one-carrier process of part 1 also contributes, and if its amplitude enters with equal weight, as assumed there, its interference shifts a fit like that of set I by about 2 meV, up or down according to the sign; the actual weight and sign depend on matrix elements not treated here. Real samples also have disorder. Any width independent of doping is counted in \(\gamma_{ep}\), so 5 meV of disorder would turn 25 into 30 meV in the leading law. The surroundings matter through \(f\), which is 0.105 for \(\kappa=1\) and 0.062 for \(\kappa=5\); using the latter for the same data would lower the result by 26%. The value 2.5 rests on the static constant of the oxide. At \(E_F=0.2\) eV, however, about three quarters of \(f\) comes from energy losses above 0.15 eV, which the oxide's phonons cannot follow. There \(\kappa\) is nearer 1.55, for which \(f=0.097\), 15% higher. Dividing by the G-peak area to remove changes in collection is safe if that area does not vary with doping.

At room temperature the low-doping remedy fails. Long-wavelength screening is then set not by \(|E_F|\) but by the thermal average

\[
\int|E|\left(-\frac{\partial n}{\partial E}\right)dE=2k_BT\ln\!\left[2\cosh\frac{\mu_c}{2k_BT}\right],
\]

where \(n\) is the Fermi function with chemical potential \(\mu_c\). At 300 K this is 0.036 eV at \(\mu_c=0\), 0.057 eV at \(\mu_c=0.05\) eV and 0.101 eV at 0.10 eV. A doped sheet keeps its carrier density, however, so \(\mu_c\) falls below the zero-temperature \(E_F\) on warming. For \(E_F=0.05\) and 0.10 eV it is 0.032 and 0.089 eV at 300 K, and the screening energy is 0.045 and 0.090 eV, about 10% below \(E_F\). That is not the whole thermal correction: a fast carrier can also gain energy from the thermal carriers, and its energy losses are enhanced. Together these multiply the loss function at \(\omega>0\) by \(\coth(\omega/2k_BT)\), which is large for \(\omega\ll k_BT\). With the zero-temperature polarization kept, this factor raises \(f|E_F|\) at 300 K by about 32% at 0.10 eV, 11% at 0.20 eV and 4% at 0.40 eV, so it matters above 0.1 eV too. With the thermal polarization at fixed density the rise is about 35%, 11% and 4%, and even an undoped sheet gives a width of about 8 meV. The simulated areas do not include this. In the leading law, a straight-line fit to 300 K widths at the five Fermi levels of the table, analysed with the zero-temperature \(f\), would give about 32 meV for a true \(\gamma_{ep}\) of 25 meV. The two lowest Fermi levels alone would give about 47 meV, because there the thermal rise is largest. Room-temperature data therefore need the thermal \(\gamma_{ee}\). Exchange in carrier scattering, band warping and velocity renormalization are left out, and their effect on \(f\) has not been sized here.

## Computed values

```
laser wavelength 514.5 nm, photon energy 2.4098 eV
phonon energy 0.165 eV, mean carrier energy 1.1224 eV
velocity 1.00e+06 m/s, kappa 2.5, alpha 0.8751
polarization, largest difference from sum: 3.1e-04
linear coefficient f = 0.08410
finite-energy width/E_F at energy 400 E_F: electron 0.08374
finite-energy width/E_F at energy 400 E_F: hole 0.08375
f for kappa 1.0: 0.10547
f for kappa 5.0: 0.06215
area prefactor C = 7.6282 eV^2 (model units)
A gamma^2/C at gamma 20 meV: 0.9338
A gamma^2/C at gamma 10 meV: 0.9658
A gamma^2/C extrapolated to zero gamma: 0.9978
area for widths 35 and 45 meV over area for 40 meV: 1.0000
one-carrier process alone, area ratio at 40 meV: 0.0094
input gamma_ep = 25.0 meV
set 1 (linear gamma_ee): E_F eV, gamma_ee meV, area, area^(-1/2)
  0.05  4.205  1.0000  1.0000
  0.10  8.410  0.7537  1.1519
  0.20  16.821  0.4682  1.4615
  0.30  25.231  0.3159  1.7792
  0.40  33.641  0.2257  2.1049
set 1 intercept 0.8369, slope 3.1553 per eV
set 1 largest relative residual 0.537 %
set 1 recovered gamma_ep = 22.31 meV
set 1 bias -10.8 %
set 2 (finite energy): E_F eV, gamma_ee meV, area, area^(-1/2)
  0.05  3.919  1.0000  1.0000
  0.10  7.351  0.7902  1.1249
  0.20  13.045  0.5609  1.3352
  0.30  17.459  0.4440  1.5007
  0.40  20.792  0.3777  1.6272
set 2 intercept 0.9408, slope 1.7943 per eV
set 2 largest relative residual 3.052 %
set 2 recovered gamma_ep, straight line in E_F = 44.10 meV
set 2 bias 76.4 %
set 2 recovered gamma_ep, line in gamma_ee = 22.94 meV
hole recombination part of gamma_ee at 0.40 eV: 3.906 meV
input: rate 75.96 1/ps, lifetime 13.16 fs
set 1: rate 67.78 1/ps, lifetime 14.75 fs
set 2: rate 133.99 1/ps, lifetime 7.46 fs
300 K screening energy at E_F 0.00 eV: 0.0358 eV
300 K screening energy at E_F 0.05 eV: 0.0570 eV
300 K screening energy at E_F 0.10 eV: 0.1011 eV
margin to Pauli blocking at 0.40 eV: 0.640 eV
```
